Why the fastest ripple on a diffusion-fed metal front is √3 marginal wavelengths

**The physical situation**

A flat metal cathode grows by taking up ions that diffuse to it through a layer of electrolyte. A small bump on the metal reaches into solution richer in ions, collects a larger flux and grows. The bump is also curved, and a convex metal surface gives up atoms more readily than a flat one, which favours its removal. The first effect wins for long ripples and the second for short ones. At the marginal wavelength λ₀ they balance. Which longer wavelength grows fastest, and under what conditions is it √3 λ₀?

**The model and its conventions**

Let the metal occupy z < h(x,t) and the electrolyte z > h(x,t), in a frame that moves with the mean front at speed V. The normal n points from metal into electrolyte. The ions carry charge +e, and their number density is c. Stirring holds c = c_b at z = L, a plane that moves with the front. An excess of inert salt keeps the electric potential in the solution nearly uniform, so that migration can be left out at first. The potential of the metal is uniform and held fixed.

In the moving frame the diffusion equation is

∂c/∂t = D∇²c + V ∂c/∂z. (1)

For a ripple of wavenumber k that grows at rate σ, the left side is of order σc, the diffusion term of order Dk²c and the last term of order Vkc. If σ/(Dk²) ≪ 1 and V/(Dk) ≪ 1, the concentration adjusts to each shape of the front before that shape changes. If also VL/D ≪ 1, the same holds for the flat profile. Then

∇²c = 0. (2)

The flux of ions into the metal is D ∂c/∂n. Each atom adds a volume Ω, so the normal speed of the front in the laboratory is

v_n = ΩD ∂c/∂n. (3)

This neglects the ions already present in the volume swept by the front, a relative error of order Ωc.

Now consider equilibrium at the surface. Let κ be the curvature, positive for a bump of metal. Adding a volume Ω to the metal enlarges its area by Ωκ, which costs the work γΩκ for an isotropic surface energy γ. With the electric potentials fixed, the chemical potential of the ion, k_BT ln c plus a constant, must rise by this work. If c_e is the concentration in equilibrium with a flat surface, then

c = c_e exp(l_c κ) at z = h, l_c = γΩ/(k_BT). (4)

Equation (4) assumes charge transfer so fast that the surface stays in equilibrium while metal is deposited. This assumption is relaxed below.

**The flat front**

For h = 0, equations (2) and (4) and the bath condition give

c₀ = c_e + Gz, G = (c_b − c_e)/L, V = ΩDG. (5)

Deposition requires c_b > c_e, hence G > 0.

**The ripple**

Let h = ε cos kx with kε ≪ 1, and write c = c₀ + c₁, where c₁ is of first order in ε. The curvature is

κ = −h_xx/(1 + h_x²)^(3/2) ≈ −h_xx = k²h. (6)

It is positive at a crest, as the convention requires. Equation (2) is linear, so c₁ is harmonic as well. In a deep layer, kL ≫ 1, the solution that decays away from the front is

c₁ = A h(x) exp(−kz). (7)

The boundary condition (4) holds at z = h. There c₀ = c_e + Gh, while c₁ may be evaluated at z = 0 because the difference is of second order. The right side of (4) is c_e(1 + l_c k²h) to first order. Therefore

c_e + Gh + Ah = c_e + c_e l_c k²h,

A = −(G − c_e l_c k²). (8)

For a long ripple A is negative: the solution in front of a crest is depleted relative to the flat profile, since the crest takes up more ions.

The front moves vertically at V + ∂h/∂t, and its normal speed is this divided by √(1 + h_x²). With ∂c/∂n = (∂c/∂z − h_x ∂c/∂x)/√(1 + h_x²), the square roots cancel in (3):

V + ∂h/∂t = ΩD(∂c/∂z − h_x ∂c/∂x). (9)

The last product is of second order, because c₀ does not depend on x. The gradient of c₀ is the constant G at any height, and (7) gives ∂c₁/∂z = −kAh at z = 0. The zeroth-order part of (9) is V = ΩDG. The first-order part, with ∂h/∂t = σh, is

σ = −ΩDkA = ΩDk(G − c_e l_c k²). (10)

Taking out ΩDG = V gives

σ = Vk(1 − k²/k₀²), k₀² = G/(c_e l_c). (11)

The factor k in front comes from the ripple field, which varies over a depth 1/k. The further factor k² comes from the curvature.

**The two wavelengths**

The growth rate vanishes at k = k₀, so the marginal wavelength is

λ₀ = 2π/k₀ = 2π√(c_e l_c/G). (12)

Longer ripples grow and shorter ones decay. The maximum follows from

dσ/dk = V(1 − 3k²/k₀²) = 0, so k_max = k₀/√3. (13)

The second derivative, −6Vk/k₀², is negative there. Hence

λ_max = √3 λ₀, σ_max = V(k₀/√3)(1 − 1/3) = 2Vk₀/(3√3). (14)

The number √3 reflects the powers of k. If σ = αk − βk^m with positive α, β and m > 1, the zero obeys α = βk₀^(m−1) and the maximum obeys α = mβk_max^(m−1). The wavelength ratio is therefore m^(1/(m−1)). Here m = 3 gives √3. Damping by diffusion of atoms along the metal surface has m = 4, as shown below, and would give 4^(1/3) ≈ 1.59 if it replaced the bulk damping.

When metal dissolves, G is negative. Both terms in (10) are then negative and every ripple decays. In this model the instability belongs to deposition.

**A layer of finite thickness**

If kL is not large, c₁ must vanish at z = L, and (7) becomes

c₁ = A h(x) sinh[k(L − z)]/sinh(kL). (15)

Its value at z = 0 is still Ah, so (8) stands. Its slope there is −k coth(kL) Ah, and (11) becomes

σ = Vk coth(kL)(1 − k²/k₀²). (16)

The marginal wavelength is unchanged, but the maximum moves. With y = kL and Y = k₀L,

σL/V = y coth y (1 − y²/Y²) = 1 + y²(1/3 − 1/Y²) + … . (17)

If Y² > 3, the rate rises from its value at k = 0 and must have a maximum at finite k before it vanishes at k₀. If Y² ≤ 3, there is none. To see this, let f = y coth y and use the standard series

f = 1 + 2 Σ y²/(y² + n²π²), n = 1, 2, 3, … .

It gives f ≥ 1. It also gives

df/dy = Σ 4yn²π²/(y² + n²π²)² < 4y Σ 1/(n²π²) = 2y/3 for y > 0.

For 0 < y < Y, the derivative of (17) therefore satisfies

(df/dy)(1 − y²/Y²) − 2yf/Y² < 2y/3 − 2y/Y² ≤ 0.

The rate falls from k = 0 to k₀ and is negative beyond. Since Y² = L(c_b − c_e)/(c_e l_c), a preferred finite wavelength requires

L > L_min = 3 l_c c_e/(c_b − c_e). (18)

In a thinner layer the rate is largest in the limit of very long ripples, where it tends to V/L: a crest grows because it shortens the path from the bath. The boundary problem was also solved numerically over 0.1 ≤ kL ≤ 2. For L = 1.21 L_min the largest rate lay inside this range, and for L = 0.81 L_min it lay at the smallest k.

**Charge transfer at a finite rate**

Let ions be deposited at the rate βc per unit area, and let metal dissolve at the rate βc_e exp(l_c κ). Here β is a rate constant at the fixed electrode potential, no longer the coefficient used above. Equation (4) is replaced by

D ∂c/∂n = β[c − c_e exp(l_c κ)]. (19)

Define the length ℓ = D/β. Condition (19) then reads c − ℓ ∂c/∂n = c_e exp(l_c κ). On the flat front c = c_e + ℓG, and the drop across the layer gives G = (c_b − c_e)/(L + ℓ). For the ripple in a deep layer, the first-order terms are

Gh + Ah + ℓkAh = c_e l_c k²h,

so that A is the value (8) divided by 1 + ℓk. It follows that

σ = Vk(1 − k²/k₀²)/(1 + ℓk). (20)

The marginal point is still k₀² = G/(c_e l_c), with the new G. Set q = k/k₀ and b = ℓk₀. The derivative of q(1 − q²)/(1 + bq) vanishes when

(1 − 3q²)(1 + bq) − bq(1 − q²) = 1 − 3q² − 2bq³ = 0.

Dividing by q³ gives an equation for the wavelength ratio r = λ_max/λ₀ = 1/q:

r³ − 3r = 2b. (21)

For b = 0 the positive root is √3. For small b, r ≈ √3 + b/3, and for large b, r ≈ (2b)^(1/3), as long as the layer remains deep for the selected ripple. The ratio increases because diffusion and charge transfer act in series. The diffusion resistance of a ripple, 1/(Dk), falls with k, while the interface resistance 1/β does not. Slow charge transfer therefore holds back the shorter ripples most.

The factor √3 thus requires b ≪ 1. The exchange current density j₀ = eβc_e measures the condition, since ℓ = eDc_e/j₀.

**Migration**

The excess of inert salt need not be large for the form of the law to survive. Let s and a be the densities of the inert cation and of the anion, and let φ be the electric potential in units of k_BT/e. Neutrality requires c = a − s. The inert ions do not react at the metal, and in the quasi-static state they carry no flux:

∇s = −s∇φ, ∇a = a∇φ. (22)

Hence ∇c = (a + s)∇φ. The metal-ion flux, counted towards the front, is

D(∇c + c∇φ) = D[(a + s) + (a − s)]∇φ = 2Da∇φ = 2D∇a. (23)

Conservation makes a harmonic. Take φ = 0 at the flat front, where a = a_f. Then a = a_f exp(φ), and by (22) the product P = sa is uniform. Surface equilibrium now reads c exp(φ) = c_e exp(l_c κ). Multiplying by a_f gives

ca = a² − P = a_f c_e exp(l_c κ).

A small curvature changes a by δa, with 2a_f δa = a_f c_e l_c κ, so δ(2a) = c_e l_c κ. The quantity 2a therefore obeys the same linearized problem as c did. Equations (11) and (14) hold with G replaced by the gradient of 2a at the flat front. A numerical solution of the linearized transport equations for all three ions, with 5 and 200 mmol/L of inert salt, kL = 2, 4 and 8 and l_c = 0.02 L, agreed with this result in its finite-layer form to within 10⁻⁵ of kV.

**A plating bath**

Take round values for slow plating of a monovalent metal from water with excess inert salt: T = 298.15 K, D = 1.5 × 10⁻⁵ cm²/s, c_b = 20 mmol/L, c_e = 10 mmol/L, L = 200 μm, γ = 1 J/m² and Ω = 0.017 nm³. The ratio c_e/c_b = 1/2 corresponds to an electrode potential 17.8 mV below equilibrium with the bath. The capillary length is l_c = 4.13 nm. The gradient is

G = (20 − 10)/200 = 0.050 mmol/L per μm,

which gives a current density of 0.72 mA/cm² and V = 0.77 nm/s. Here c_e/G = 200 μm, so (12) and (14) give

λ₀ = 2π√(200 μm × 0.00413 μm) = 5.7 μm,

λ_max = 1.732 × 5.71 μm = 9.9 μm (1.9 × 10⁵ bohr).

The diffusion coefficient has dropped out of both wavelengths. It sets the pace:

σ_max = 2 × 0.768 × 10⁻³ μm/s × 1.100 μm⁻¹/(3√3) = 3.25 × 10⁻⁴ s⁻¹.

The growth time is 51 minutes, during which 2.4 μm of metal is deposited. A ripple of 1 nm needs ln 100 = 4.6 growth times, or 11 μm of metal, to reach 100 nm. The maximum is broad: wavelengths from 7.9 to 13.6 μm grow at 90% or more of the top rate. An initially random roughness would thus produce a band of spacings.

As a test of (11), the diffusion field was solved over a ripple of small finite amplitude, with the full curvature and normal flux. The marginal and fastest wavelengths were located from the computed rates alone. Their ratio was 1.73205, equal to √3 to the digits shown.

**What the neglected effects do to these numbers**

The quasi-static assumption is safe: V/(Dk_max) = 8 × 10⁻⁷, σ_max/(Dk_max²) = 5 × 10⁻⁷ and VL/D = 1 × 10⁻⁴. The dilution measure Ωc_b is 2 × 10⁻⁴. The layer is deep, with k_max L = 127.

Of the effects estimated here, charge transfer has the largest influence when it is slow. With j₀ = 1000 mA/cm², b = 0.159 and the wavelength ratio is 1.78, 3% above √3. With j₀ = 10 mA/cm² and the same c_b, c_e and L, b = 15.4, the ratio is 3.45 and the fastest wavelength is 20.4 μm, about twice the value for fast transfer. Both ratios come from the numerical boundary solution and agree with (21) to within 0.1%. Equation (19) assigns the whole effect of curvature to dissolution. If a fraction θ acts on deposition instead, the deposition rate gains a factor exp(−θl_c κ) and the exponent for dissolution becomes (1 − θ)l_c κ. The capillary coefficient c_e l_c is then multiplied by 1 + θj/j₀, a change of at most 7% in the slower case.

Migration, with 200 mmol/L of inert salt and fixed c_b and c_e, raises V by 3.6% and shortens both wavelengths by 1.7%. Keeping c_e at 10 mmol/L then needs an electrode potential 18.4 mV below equilibrium with the bath. If the potential is held at 17.8 mV instead, V rises by 1.2% and both wavelengths lengthen by 0.6%.

Surface diffusion is driven along the metal by gradients of γΩκ. For a mobile layer of thickness δ and diffusivity D_s, the flux of metal volume per unit width is −D_s δ l_c ∂κ/∂x. Its convergence contributes D_s δ l_c ∂²κ/∂x² = −D_s δ l_c k⁴h to ∂h/∂t. Relative to the bulk damping in (10), this is D_s δk/(ΩDc_e). With rough values D_s = 10⁻¹⁰ cm²/s and δ = 0.25 nm, the ratio is 1 × 10⁻⁵ at k_max.

If γ depends on the surface angle ϑ, the energy per projected length is γ(ϑ)√(1 + h_x²), with tan ϑ = h_x. Its second derivative with respect to h_x at a flat surface is γ + γ″, which replaces γ in l_c. For γ(ϑ) = γ₀(1 + 0.02 cos 4ϑ), this is γ₀(1 + 0.02 − 0.32) = 0.70γ₀. Both wavelengths shrink by the factor √0.70 = 0.84, and their ratio stays √3. This holds for a smooth γ(ϑ). At a crystal facet γ has a cusp, γ + γ″ is not finite, and the linear theory does not apply. A bath at 333 K with the same concentrations and γ shortens them by 5%, through l_c ∝ 1/T.

**Relation to real baths and memory cells**

The diffusion coefficient, layer thickness and current density are plausible rough values for slow aqueous plating. The surface energy is of the size found for clean metals and may be lower in solution. The assumption of very fast charge transfer is the demanding one. An exchange current density of 1000 mA/cm² at 10 mmol/L is high, and a metal with slower transfer breaks the √3 rule as computed above. Buoyant convection, additives that block the surface, and grain structure are outside the model.

For a metal filament in a resistive memory cell, the result must be used with more care. With the concentrations and capillary length of the example, (18) gives L_min = 12 nm, but only if charge transfer is so fast that ℓ ≪ L. For finite ℓ the same expansion at small kL replaces L in (18) by L³/(L + ℓ)². With j₀ = 1000 mA/cm², ℓ is 145 nm and the least thickness is nearly 90 nm. In either case the model gives no preferred finite wavelength in a gap of a few nanometres at this weak drive of 17.8 mV. The conclusion depends on the drive, because L_min in (18) falls with c_e/c_b. With fast transfer, c_b = 20 mmol/L and an electrode potential 100 mV below equilibrium with the bath, L_min is 0.26 nm, and (16) gives a fastest wavelength of about 5.5 nm in a 3 nm gap. At 10 mmol/L the ions are also about 5.5 nm apart, so a continuous concentration is itself doubtful in such a gap. The absence of inert salt does not by itself break the law: for s = 0, equations (22) and (23) still hold with a = c, and G is doubled. They do require local neutrality and a mobile anion. In a solid electrolyte whose counter-charge is fixed, or where a strong field builds up space charge, the basis of (2) and (22) is lost. A flat-front calculation also does not describe the breakup of a thin filament, whose own radius adds a second curvature.

The numerical output below lists the parameters and main results of the plating example, with the computed growth rates at four wavelengths.

Calculated quantities

```
Temperature: 298.15 K
Diffusion coefficient: 1.50e-05 cm2/s
Bath concentration c_b: 20.0 mmol/L
Front equilibrium concentration c_e: 10.0 mmol/L
Layer thickness L: 200 um
Surface energy: 1.00 J/m2
Atomic volume: 0.0170 nm3
Electrode potential against bath equilibrium: -17.81 mV
Capillary length l_c: 4.130 nm
Gradient G: 0.0500 mmol/L per um
Current density: 0.7236 mA/cm2
Front speed V: 0.7678 nm/s
Marginal wavenumber k0: 1.1003 1/um
Marginal wavelength: 5.710 um
Fastest wavelength: 9.891 um = 1.869e+05 bohr
Largest growth rate: 3.252e-04 1/s
Growth time 1/rate: 51.25 min
Metal deposited in one growth time: 2.361 um
Boundary solution against formula (wavelength/marginal, rates in 1/s):
  0.8000: solved -5.94030e-04, formula -5.94037e-04
  1.2000: solved 2.15126e-04, formula 2.15124e-04
  1.7321: solved 3.25184e-04, formula 3.25184e-04
  3.0000: solved 2.50326e-04, formula 2.50327e-04
Solved ratio fastest/marginal wavelength: 1.73205
Square root of 3: 1.73205
Wavelengths with at least 90% of top rate: 7.92 to 13.56 um
Deep-layer measure k_max L: 127.1
Least layer thickness for a finite-k maximum: 12.39 nm
Exchange current 1000 mA/cm2: b = 0.159, ratio = 1.7829, fastest = 10.18 um
Exchange current 10 mA/cm2: b = 15.378, ratio = 3.4513, fastest = 20.41 um
Inert salt in bath: 200 mmol/L
Migration: speed factor 1.0357, wavelength factor 0.9826
Unsteady diffusion: V/(D k_max) = 8.06e-07
Unsteady diffusion: rate/(D k_max^2) = 5.37e-07
Layer set-up time L^2/D: 26.7 s
Dilution: Omega c_b = 2.05e-04
Surface diffusivity and layer (rough): 1.0e-10 cm2/s, 0.25 nm
Surface-diffusion / bulk capillary damping: 1.03e-05
Fourfold anisotropy 2%: stiffness/gamma = 0.700, wavelength factor 0.837
Bath at 333.15 K, same concentrations and surface energy: wavelength factor 0.946
```
